# Effective-Mass Sum Rule and Optical Weight of a One-Dimensional Crystal, part 2

Independent electrons of charge \(-1\) move in one dimension in a real, local potential \(V(x)\) of period \(a\), at zero temperature and with two spins. The question is how their response to a uniform electric field divides between steady acceleration and transitions between bands. Hartree atomic units are used.

The periodic states \(u_n\) of \(H(k)=(p+k)^2/2+V\) have energies \(E_n\). The velocity \(v=p+k\) has elements \(v_{mn}\), with \(v_{nn}=E_n'\) and \(dv/dk=1\). A prime on a band quantity denotes \(d/dk\), and \(\omega_{mn}=E_m-E_n\). For non-degenerate bands,

\[
v_{mn}+(E_m-E_n)\langle u_m|u_n'\rangle=0
\quad\Longrightarrow\quad
\langle u_m|u_n'\rangle=-\frac{v_{mn}}{E_m-E_n}, \tag{6}
\]

\[
\frac{1}{m_n^*}\equiv E_n''=1-\sum_{m\ne n}F_{mn},\qquad
F_{mn}=\frac{2|v_{mn}|^2}{E_m-E_n}. \tag{8}
\]

With \(f_n=1\) for occupied and 0 for empty states, the number \(n\) of electrons per length splits into a Drude and an interband density:

\[
n_D=2\sum_n\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\,f_nE_n'', \tag{13}
\]

\[
n_D+n_{\rm inter}=n,\qquad
n_{\rm inter}=2\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\sum_{n\,\rm occ}\ \sum_{m\,\rm empty}F_{mn}. \tag{14}
\]

For one pair of Fermi points with speed \(v_F\), \(n_D=2v_F/\pi\), so \(n_D/n=v_F/k_F\), where \(k_F=\pi n/2\) is the free-electron value.

A field impulse \(\mathcal E(t)=-\kappa\,\delta(t)\) changes the Hamiltonian to

\[
H(k+\kappa)=H(k)+\kappa v+\frac{\kappa^2}{2}. \tag{17}
\]

An electron that started in \(u_n\) becomes \(\sum_m c_m(t)e^{-iE_mt}u_m\), with, to first order for \(m\ne n\),

\[
c_m(t)=-\kappa\,v_{mn}\,\frac{e^{i\omega_{mn}t}-1}{\omega_{mn}}. \tag{18}
\]

The current is then \(j=-\kappa\sigma(t)\), with \(\sigma(0^+)=n\) and

\[
\sigma(t)=n_D+2\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\sum_{n\,\rm occ}\ \sum_{m\,\rm empty}F_{mn}\cos\omega_{mn}t,
\qquad t>0. \tag{21}
\]

The example has \(V=V_0\cos(2\pi x/a)\), with \(a=4\) bohr and \(V_0=0.4\) hartree unless stated otherwise. Its "real-space" energies come from integrating the Schrödinger equation across one cell, without a sum over bands. Near the zone edge \(K=\pi/a\), with \(k=K+q\), mixing two plane waves gives

\[
E_\pm=\frac{K^2+q^2}{2}\pm S,\qquad S=\sqrt{K^2q^2+V_0^2/4}, \tag{10}
\]

\[
S''=\frac{K^2}{S}-\frac{K^4q^2}{S^3}=\frac{K^2(S^2-K^2q^2)}{S^3}=\frac{K^2V_0^2}{4S^3},
\qquad E_\pm''=1\pm S''. \tag{11}
\]

In this two-wave model \(S''\) is the strength \(F_{21}\).

### Where the energy of the impulse goes

The same division appears in the energy. By (17) the impulse changes the energy of an electron by \(\kappa v_{nn}+\kappa^2/2\). The linear terms cancel in the sum over \(k\), which leaves \(n\kappa^2/2\) per length.

In terms of the eigenstates of \(H(k+\kappa)\), the electron is mostly in band \(n\), whose energy has moved by \(\kappa E_n'+\kappa^2E_n''/2\). By (6), its probability of being in another band \(m\) is \(\kappa^2|v_{mn}|^2/\omega_{mn}^2\) to leading order, and each such excitation costs \(\omega_{mn}\). The excitation energy is thus \(\kappa^2F_{mn}/2\) for each \(m\). After summation over occupied states, \(n_D\kappa^2/2\) belongs to the displaced Fermi distribution and \(n_{\rm inter}\kappa^2/2\) to interband excitation.

### The optical sum rule

The conductivity at frequency \(\omega\) is

\[
\sigma(\omega)=\lim_{\eta\to0^+}\int_0^\infty dt\,\sigma(t)\,e^{i\omega t-\eta t}. \tag{23}
\]

The constant in (21) gives \(n_D/(\eta-i\omega)\). Its real part, \(n_D\eta/(\omega^2+\eta^2)\), has area \(\pi n_D\) and narrows to \(\pi n_D\delta(\omega)\). Writing the cosine as half the sum of two exponentials gives two such peaks, each with half the area, at \(\omega=\pm\omega_{mn}\). Hence

\[
\begin{aligned}
\mathrm{Re}\,\sigma(\omega)={}&\pi n_D\,\delta(\omega)
+\frac{\pi}{2}\,2\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}
\sum_{n\,\rm occ}\ \sum_{m\,\rm empty}F_{mn}\\
&\times\left[\delta(\omega-\omega_{mn})+\delta(\omega+\omega_{mn})\right].
\end{aligned} \tag{24}
\]

Integration over all frequencies gives \(\pi n_D+\pi n_{\rm inter}=\pi n\). Since (24) is even in \(\omega\), half of this belongs to positive frequencies:

\[
\int_0^\infty d\omega\,\mathrm{Re}\,\sigma(\omega)
=\frac{\pi}{2}(n_D+n_{\rm inter})=\frac{\pi n}{2}, \tag{25}
\]

where half of the delta function at \(\omega=0\) is counted. The densities \(n_D\) and \(n_{\rm inter}\) are thus the weights on the positive axis divided by \(\pi/2\). The coefficient of \(\delta(\omega)\) itself is \(\pi n_D\).

If the steady current relaxes as \(n_De^{-\gamma t}\), the delta function becomes a peak \(n_D\gamma/(\omega^2+\gamma^2)\), whose area is still \(\pi n_D\). Such damping changes the shape of the Drude term and leaves (25) intact, because \(\sigma(0^+)\) is unchanged.

### The balance at different fillings

For \(\nu\) electrons per cell, \(n=\nu/a\). With \(\nu=1\), band 1 is half filled, \(n=0.25\) bohr\(^{-1}\) and \(k_F=\pi/(2a)=0.3927\) bohr\(^{-1}\). The Fermi velocity, from the real-space energies, is 0.2855 atomic units, and so

\[
n_D=\frac2\pi(0.2855)=0.1818\ \text{bohr}^{-1}.
\]

The allowed transitions, summed separately from their matrix elements, give \(n_{\rm inter}=0.0682\) bohr\(^{-1}\), and \(0.1818+0.0682=0.2500\). In other units, the densities are \(n_D=3.435\), \(n_{\rm inter}=1.289\) and \(n=4.724\) nm\(^{-1}\). Other fillings give, in bohr\(^{-1}\):

| \(\nu\) | \(n_D\) | \(n_{\rm inter}\) | \(n\) |
|---:|---:|---:|---:|
| 0.5 | 0.1004 | 0.0246 | 0.1250 |
| 1 | 0.1818 | 0.0682 | 0.2500 |
| 1.5 | 0.1896 | 0.1854 | 0.3750 |
| 2 | 0.0000 | 0.5000 | 0.5000 |
| 3 | 0.6736 | 0.0764 | 0.7500 |

In each row the sum agrees with \(n\) to within the asserted tolerance of \(10^{-6}\) bohr\(^{-1}\). From \(\nu=1\) to 1.5 the net growth of the Drude density is small: the added electrons have an average curvature of only \((0.1896-0.1818)/0.125=0.06\). In between, \(n_D\) rises to 0.202 bohr\(^{-1}\) near \(\nu=1.3\), where the curvature at the Fermi points changes sign, and then falls. At \(\nu=2\) the band is full and all the weight is interband.

At \(\nu=3\) band 1 is full and band 2 holds one electron per cell. The full band adds nothing to (13), yet \(n_Da=0.6736\times4=2.69\). The single electron per cell in band 2 has an average inverse mass of 2.69. The Drude density therefore does not count the electrons in the partly filled band.

The interband density is also much smaller at \(\nu=3\) than at \(\nu=2\), although there are more electrons. Band 2 is now occupied for \(|k|>\pi/(2a)\), which blocks the transitions from band 1 to band 2 there. These include the strong ones near the zone edge, where \(F_{21}\) reaches 3.19, against 0.50 at \(k=\pi/(2a)\).

### What a model with few bands leaves out

For \(\nu=1\), the shares of \(n\) are 0.7271 for the Drude term, 0.2384 for transitions to band 2, 0.0344 for band 3 and 0.00006 for band 4. If the exact energies and matrix elements are kept and only the sum over final bands is cut off, the Drude term alone misses 27% of the total weight, and adding band 2 reaches \(0.7271+0.2384=0.9655\) and misses 3.5%. A Hamiltonian rebuilt in a fixed two-state basis behaves differently. There \(dv/dk=1\) still holds, so (8) and (14) are satisfied within the model and the error appears in the division instead: with the two lowest periodic functions at \(k=0\) as the basis, the Drude share is 0.826 instead of 0.727. Since all terms in (24) are positive, an integral of \(\mathrm{Re}\,\sigma\) up to a finite frequency approaches \(\pi n/2\) from below.

### The current after the impulse

For the same filling, the occupied states were propagated numerically under \(H(k+\kappa)\) and under \(H(k-\kappa)\). Half the difference of the two velocity densities, divided by \(\kappa\), is \(\sigma(t)\). This uses neither the perturbation result (18) nor the sum rule. With \(t\) in atomic units:

| \(t\) | 0 | 2 | 4 | 8 | 20 | 100 |
|---|---:|---:|---:|---:|---:|---:|
| \(\sigma/n\) | 1.000 | 0.620 | 0.602 | 0.789 | 0.698 | 0.734 |

The response starts at the free-electron value, falls below the Drude share 0.727, by 0.107 at \(t=2\) and 0.125 at \(t=4\), and then oscillates about it. The departures at \(t=8\), 20 and 100 are 0.062, 0.029 and 0.007 in size; these are samples at arbitrary phases of the oscillation, not its envelope. The transition energy from band 1 to band 2 is 1.285 hartree at \(k=0\) and 0.740 hartree at \(k_F\). The corresponding half periods, \(\pi/1.285=2.4\) and \(\pi/0.740=4.2\), fit the low values at \(t=2\) and 4.

The largest difference between the propagated response and (21) is \(5\times10^{-9}\) bohr\(^{-1}\), or about \(2\times10^{-8}\) of \(n\). An average from \(t=0\) to \(T=200\) with the smooth weight \(1-\cos(2\pi t/T)\), which suppresses the oscillations, gives 0.7271, the Drude share found from the Fermi velocity.

### Weak and strong potentials

For one electron per cell and a weak potential, the loss of Drude weight follows from second-order perturbation theory. Put \(G=2\pi/a\). The wave \(k\) is coupled by \(V_0/2\) to the waves \(k\mp G\), whose kinetic energies are higher by \(G(G\mp2k)/2\). Hence

\[
\begin{aligned}
E_1(k)&\simeq\frac{k^2}{2}-\frac{V_0^2}{4}\left[\frac{2}{G(G-2k)}+\frac{2}{G(G+2k)}\right]\\
&=\frac{k^2}{2}-\frac{V_0^2}{G^2-4k^2}.
\end{aligned} \tag{26}
\]

Its derivative is \(k-8kV_0^2/(G^2-4k^2)^2\). At \(k_F=G/4\) the denominator is \((3G^2/4)^2=9G^4/16\), and therefore

\[
\frac{n_D}{n}=\frac{v_F}{k_F}\simeq1-\frac{128}{9}\frac{V_0^2}{G^4}. \tag{27}
\]

With \(G=1.571\) bohr\(^{-1}\) and \(V_0=0.1\) hartree, the predicted loss is 0.0234; the full calculation gives 0.0228. At \(V_0=0.2\) the values are 0.0934 and 0.0855, so higher orders have begun to matter. The full results for a wider range are:

| \(V_0\) (hartree) | 0.1 | 0.2 | 0.4 | 0.8 | 1.6 |
|---|---:|---:|---:|---:|---:|
| \(n_D/n\) | 0.9772 | 0.9145 | 0.7271 | 0.3891 | 0.1105 |
| \(n_{\rm inter}/n\) | 0.0228 | 0.0855 | 0.2729 | 0.6109 | 0.8895 |

In this model a stronger potential slows the electrons at the Fermi points and moves weight from the Drude term into interband absorption, at fixed total.

The weak limit needs more care for two electrons per cell. Then \(n_D=0\) as long as a gap exists, however small, whereas free electrons have \(n_D=n\). The two-wave result (11) resolves the apparent conflict. For small \(V_0\) the interband strength is concentrated near the zone edge, and the integral over \(q\) can be extended to infinity. With \(Kq=(V_0/2)\tan\theta\), so that \(S=(V_0/2)/\cos\theta\),

\[
n_{\rm inter}\simeq\frac{2}{2\pi}\int_{-\infty}^{\infty}dq\,\frac{K^2V_0^2}{4S^3}
=\frac{K}{\pi}\int_{-\pi/2}^{\pi/2}d\theta\,\cos\theta=\frac{2K}{\pi}=\frac2a=n. \tag{28}
\]

The weight does not depend on \(V_0\), but its frequencies \(2S\) are of order \(V_0\). As the potential vanishes, the whole interband peak moves to zero frequency and becomes the Drude peak of free electrons. A measurement that cannot resolve frequencies of order \(V_0\) would not distinguish the two. All of this is linear response, which here requires \(\kappa\ll V_0/K\). A larger impulse carries electrons across the gap: for \(V_0=0.01\) hartree and \(\kappa=0.1\) bohr\(^{-1}\), the steady current is 0.89 of the free-electron value.

## Table of computed values

```
lattice constant a = 4.0 bohr
potential amplitude V0 = 0.4 hartree
zone edge pi/a = 0.78540 bohr^-1
gap between bands 1 and 2 at zone edge = 0.39739 hartree
Inverse mass E'' (units 1/m_e), k in units of pi/a:
band k | free, strongest term (its band), others | sum | real-space
1 0.0 | 1, -0.1777 (2), -0.0000 | +0.8222 | +0.8222
   effective mass m* = +1.2162 m_e
1 0.5 | 1, -0.4986 (2), -0.0227 | +0.4787 | +0.4787
1 1.0 | 1, -3.1855 (2), -0.0084 | -2.1939 | -2.1939
   effective mass m* = -0.4558 m_e
2 1.0 | 1, +3.1855 (1), -0.0189 | +4.1665 | +4.1665
   effective mass m* = +0.2400 m_e
2 0.5 | 1, +0.4986 (1), -0.0230 | +1.4756 | +1.4756
3 0.5 | 1, +0.0225 (1), +0.0139 | +1.0364 | +1.0364
Densities in bohr^-1 (v_F in atomic units):
electrons/cell | v_F | n_D | n_inter | n_D+n_inter | n
0.5 | 0.15770 | 0.10039 | 0.02461 | 0.12500 | 0.12500
1.0 | 0.28553 | 0.18178 | 0.06822 | 0.25000 | 0.25000
1.5 | 0.29775 | 0.18956 | 0.18544 | 0.37500 | 0.37500
2.0 | 0.00000 | 0.00000 | 0.50000 | 0.50000 | 0.50000
3.0 | 1.05814 | 0.67364 | 0.07636 | 0.75000 | 0.75000
One electron per cell, shares of n:
Drude share = 0.72711
interband share, band 1 to 2 = 0.238390
interband share, band 1 to 3 = 0.034434
interband share, band 1 to 4 = 0.000061
Drude + band 2 only = 0.965498
1-to-2 transition energy at k_F = 0.74038 hartree
1-to-2 transition energy at k=0 = 1.28503 hartree
n = 4.7243 nm^-1, n_D = 3.4351 nm^-1, n_inter = 1.2892 nm^-1
Propagated impulse response sigma(t)/n, t in atomic units:
t = 0: 1.00000
t = 2: 0.61984
t = 4: 0.60208
t = 8: 0.78922
t = 20: 0.69791
t = 100: 0.73361
smooth average over t = 0 to 200: 0.72711
largest deviation from formula = 5.4e-09 bohr^-1
V0 (hartree) | n_D/n | n_inter/n, one electron per cell:
0.1 | 0.9772 | 0.0228
0.2 | 0.9145 | 0.0855
0.4 | 0.7271 | 0.2729
0.8 | 0.3891 | 0.6109
1.6 | 0.1105 | 0.8895
```
